\section*{Why a silicon diode's forward voltage falls by 1.8 mV/K}

\section*{Question}

I am calibrating an on-chip silicon diode as a thermometer. I was given the saturation current
\[
I_s(T)=C\,T^3\exp\!\left(-\frac{E_g}{kT}\right),\qquad E_g=1.12\ \text{eV},
\]
and asked to show that a diode biased at $0.65$ V has a voltage slope of $-1.8$ mV/K at $300$ K.

I started from $I=I_s\exp(qV/kT)$, wrote $V=(kT/q)\ln(I/I_s)$ and differentiated the factor $T$ in front. This gives $dV/dT=V/T=0.65\ \text{V}/300\ \text{K}=+2.17$ mV/K, which has the wrong sign. I can see that $I_s$ also depends on temperature, but I don't know the constant $C$, so I don't see how to get a number. And if the bias is $0.65$ V, in what sense does the voltage have a slope at all? Finally, how far can I trust the result for a real sensor?

\section*{Answer}

\subsection*{What is held fixed}

The phrase ``biased at $0.65$ V'' names an operating point. A current source drives a constant current $I$ through the diode, and that current happens to produce $V=0.65$ V when the junction is at $300$ K. When the temperature changes, the current stays the same and the voltage moves. The quantity wanted is therefore $(\partial V/\partial T)_I$.

Your $+2.17$ mV/K is one part of this derivative. The missing part comes from $I_s(T)$, and it is larger and negative. The constant $C$ will drop out, because the operating point already contains the information it carries.

I take $q>0$, $V$ as the forward voltage across the junction itself, and $C$ and $E_g$ as independent of temperature. With $E_g$ in eV, $E_g/q$ is the same number in volts.

\subsection*{Where the saturation current comes from}

For a parabolic conduction band the density of states is proportional to $\sqrt{E-E_c}$. If the Fermi level $E_F$ lies many $kT$ below the band edge $E_c$, the occupation is $\exp[-(E-E_F)/kT]$. Substituting $E-E_c=kTy$ gives the electron density
\[
n\propto\int_{E_c}^{\infty}\!\sqrt{E-E_c}\;e^{-(E-E_F)/kT}dE
=(kT)^{3/2}e^{-(E_c-E_F)/kT}\int_0^\infty\!\sqrt{y}\,e^{-y}dy .
\]
One factor $kT$ comes from $dE$ and a factor $(kT)^{1/2}$ from the square root. Holes in the valence band, with edge $E_v$, give $p\propto T^{3/2}\exp[-(E_F-E_v)/kT]$ in the same way. In the product the Fermi level cancels:
\begin{equation}
np=n_i^2\propto T^3\exp\!\left(-\frac{E_g}{kT}\right),\qquad E_g=E_c-E_v .
\label{np}
\end{equation}

A forward voltage raises the product at the edge of the junction to $n_i^2\exp(qV/kT)$. Take one side to be much more lightly doped than the other, so that carriers injected into it make up nearly all of the current. With doping $N$ on that side, the excess minority density is $(n_i^2/N)[\exp(qV/kT)-1]$. In a short diode these carriers diffuse across a width $W$ to a contact where the excess vanishes, so that, with junction area $A$ and diffusion constant $D$,
\begin{equation}
I=I_s\left(e^{qV/kT}-1\right),\qquad I_s=\frac{qAD\,n_i^2}{NW}.
\label{diode}
\end{equation}
If $D$, $N$ and $W$ do not change with temperature, $I_s$ follows $n_i^2$, which is your formula.

Equation (\ref{np}) implies $d\ln(np)/d\ln T=3+E_g/kT$, which is $46.324$ at $300$ K. Integrating the full Fermi distribution numerically, with equal masses and the Fermi level at midgap, also gives $46.324$.

\subsection*{The derivative}

At this bias $kT/q=25.852$ mV, so $qV/kT=25.14$ and the $-1$ in (\ref{diode}) has relative size $e^{-25.14}=1.2\times10^{-11}$. I drop it and take the logarithm:
\begin{equation}
\ln I=\ln C+3\ln T+\frac{qV-E_g}{kT}.
\label{log}
\end{equation}
Now differentiate with respect to $T$ at constant $I$. The left side and $\ln C$ give zero. In the last term both $V$ and the denominator vary, so the quotient rule gives two pieces:
\begin{equation}
0=\frac{3}{T}+\frac{q}{kT}\left(\frac{\partial V}{\partial T}\right)_I-\frac{qV-E_g}{kT^2}.
\end{equation}
Multiply by $kT/q$:
\begin{equation}
0=\frac{3k}{q}+\left(\frac{\partial V}{\partial T}\right)_I-\frac{V-E_g/q}{T},
\end{equation}
and solve for the slope:
\begin{equation}
\boxed{\left(\frac{\partial V}{\partial T}\right)_I=\frac{V-E_g/q}{T}-\frac{3k}{q}}
\label{slope}
\end{equation}
Neither $C$ nor $I$ appears. Your $V/T$ is the first part of the first term, and $-E_g/(qT)-3k/q$ is the contribution of $I_s(T)$.

With $k/q=0.08617$ mV/K the numbers are
\begin{align}
\frac{V-E_g/q}{T}&=\frac{0.65-1.12}{300}\ \text{V/K}=-1.567\ \text{mV/K},\\
-\frac{3k}{q}&=-3(0.08617)\ \text{mV/K}=-0.259\ \text{mV/K},\\
\left(\frac{\partial V}{\partial T}\right)_I&=-1.825\ \text{mV/K}\approx-1.8\ \text{mV/K}.
\end{align}
This is the slope you were asked for. In natural units it is $-21.2\,k/q$.

As a check that does not use (\ref{slope}), take $I=10\ \mu$A at the operating point. Equation (\ref{diode}) then requires $I_s=1.20\times10^{-16}$ A at $300$ K. Solving the full diode equation, including the $-1$, for the voltage that carries $10\ \mu$A at $299.5$ K and at $300.5$ K gives a difference quotient of $-1.8252$ mV/K, equal to the formula at the digits shown.

\subsection*{Why the sign is negative}

Suppose for a moment that the voltage is fixed instead. Differentiating (\ref{log}) at constant $V$ gives
\begin{equation}
\left(\frac{\partial\ln I}{\partial T}\right)_V=\frac{3}{T}+\frac{E_g-qV}{kT^2}
=-\frac{q}{kT}\left(\frac{\partial V}{\partial T}\right)_I .
\label{growth}
\end{equation}
The last equality follows by comparison with (\ref{slope}). Heating increases $I_s$ by $46.32/300=15.4\,\%$ per kelvin, while the factor $\exp(qV/kT)$ falls by $25.14/300=8.4\,\%$ per kelvin. The increase wins, and the current grows by $7.06\,\%$ per kelvin. To keep the current constant, the source must let the voltage drop. You differentiated the $8.4\,\%$ and left out the $15.4\,\%$.

Equation (\ref{slope}) also shows how the slope depends on the operating point. As long as $qV$ stays well above $kT$, so that the $-1$ in (\ref{diode}) can be dropped, a smaller current means a smaller $V$, hence a larger remaining barrier $E_g-qV$ and a steeper fall. As $qV$ approaches $E_g$, the formula tends to $-3k/q$, but there the assumptions of low injection and nondegenerate carriers fail, so this limit should not be applied to a device.

\subsection*{Using one slope over a wide range}

The slope itself changes with temperature. To find the whole curve, write (\ref{log}) at $(T,V)$ and at the calibration point $(T_0,V_0)$, with the same $I$, and subtract:
\begin{equation}
0=3\ln\frac{T}{T_0}+\frac{qV-E_g}{kT}-\frac{qV_0-E_g}{kT_0}.
\end{equation}
Multiplying by $kT/q$ and solving for $V$ gives
\begin{equation}
V(T)=\frac{E_g}{q}+\frac{T}{T_0}\left(V_0-\frac{E_g}{q}\right)-\frac{3kT}{q}\ln\frac{T}{T_0}.
\label{curve}
\end{equation}
The first two terms are linear in $T$. Since $d(T\ln T)/dT=\ln T+1$ and the next derivative is $1/T$, the curvature is
\begin{equation}
\frac{d^2V}{dT^2}=-\frac{3k}{qT}=-0.862\ \mu\text{V/K}^2\quad\text{at }300\ \text{K}.
\end{equation}
The curve bends downward, so a thermometer calibrated with the $300$ K slope reads too high on either side of $300$ K.

At $400$ K, equation (\ref{curve}) gives
\[
V=1.12-\tfrac43(0.47)-3(0.08617\times10^{-3})(400)\ln\tfrac43=0.4636\ \text{V}.
\]
The one-slope thermometer divides the drop of $186.4$ mV by $1.825$ mV/K and reports a rise of $102.1$ K, an error of $2.1$ K. At $310$ K the voltage is $631.71$ mV and the error is $0.02$ K. Within this model, one slope is ample for small excursions, while a $100$ K excursion calls for (\ref{curve}). For real silicon, (\ref{curve}) with $E_g=1.12$ eV is not enough either. If the gap shrinks by $0.25$ meV/K, as discussed below, the voltage at $400$ K is lower by a further $25$ mV, which (\ref{curve}) would misread as about $13$ K. For a gap that falls linearly, using the constant $1.195$ eV found below in place of $1.12$ eV removes this error. The real gap is curved and the band masses vary with temperature, so a remainder stays: with published fits to the measured $n_i(T)$ of silicon and constant $D$, the $1.195$ eV curve still reads about $1.5$ to $2$ K too high at $350$ K and $3$ to $4$ K too high at $400$ K. A measurement at a second temperature shows how much error remains in a real sensor.

\subsection*{A second case: recombination current}

Some carriers recombine inside the depletion layer instead of crossing it. A common model for this current has the voltage factor $\exp(qV/2kT)$ and a prefactor proportional to $n_i$, that is, to $T^{3/2}\exp(-E_g/2kT)$. You might expect it to alter the slope. Define
\[
x=T^3\exp\!\left(\frac{qV-E_g}{kT}\right).
\]
The diffusion current is $Cx$ and the recombination current is $B\sqrt{x}$. If $B$ and $C$ are constants, the total is
\begin{equation}
I=Cx+B\sqrt{x},
\end{equation}
which increases steadily with $x$. Fixing $I$ therefore fixes $x$. Constant $x$ means constant $3\ln T+(qV-E_g)/kT$, the same condition that led to (\ref{slope}). The slope at a given $V$ is unchanged, whatever the share of recombination. With a share of $20\,\%$ at $300$ K, the numerical solution again gives $-1.8252$ mV/K. The result rests on the stated prefactor; in a real junction the carrier lifetime and the width of the region where recombination is strong can both vary with temperature, which makes $B$ vary and shifts the slope.

\subsection*{How far to trust it for real silicon}

The largest single omission is that the gap of silicon shrinks on heating. To include it, let $E_g$ depend on $T$ and replace the power $3$ by a general $\gamma$. Equation (\ref{log}) becomes
\[
\ln I=\ln C+\gamma\ln T+\frac{qV-E_g(T)}{kT},
\]
and differentiation at constant $I$ gives
\[
0=\frac{\gamma}{T}+\frac{1}{kT}\left(q\frac{\partial V}{\partial T}-\frac{dE_g}{dT}\right)-\frac{qV-E_g}{kT^2}.
\]
Multiplying by $kT/q$ and rearranging,
\begin{equation}
\left(\frac{\partial V}{\partial T}\right)_I=\frac{V-E_g/q}{T}-\frac{\gamma k}{q}+\frac1q\frac{dE_g}{dT}.
\label{general}
\end{equation}

In the estimates below, $V=0.65$ V at $10\ \mu$A and $300$ K is held fixed, so $C$ is readjusted each time. The silicon inputs are rough.

\begin{itemize}
\item \emph{Gap shrinkage.} With $dE_g/dT=-0.25$ meV/K the slope changes by $-0.25$ mV/K, to $-2.08$ mV/K.
\item \emph{Diffusion constant.} If $D\propto1/T$ in a short diode, (\ref{diode}) gives $I_s\propto T^2\exp(-E_g/kT)$, so $\gamma=2$. The change is $+k/q=+0.09$ mV/K.
\item \emph{Gap narrowing by doping.} Lowering the gap by $20$ meV on the side that receives the minority carriers changes the slope by $+20\ \text{mV}/300\ \text{K}=+0.07$ mV/K.
\end{itemize}

Together they give $-1.92$ mV/K, which is $5\,\%$ larger in magnitude than the simple result. The closeness is partly luck, because the corrections have opposite signs. A diode with this corrected slope, read with $-1.825$ mV/K, would show a $20$ K rise as about $21$ K. With gap shrinkage alone the excess would be $14\,\%$. This is the safer estimate for a doping near $10^{17}$ cm$^{-3}$, the value used below: impurity scattering then makes $D$ vary less with temperature, and the gap narrows by only a few meV, so the last two corrections are less than half of those listed. The list also leaves out that the density-of-states masses of silicon grow with temperature. Published fits to the measured $n_i(T)$, which include this, give about $-2.13$ mV/K at constant $D$. The reduced corrections from $D$ and gap narrowing, together with incomplete ionization of the dopants, bring this back to about $-2.08$ mV/K, so the $14\,\%$ also rests on a partial cancellation.

The first item also shows what the constant in the exponential means. For a linear gap $E_g(T)=E_0-aT$,
\[
\exp\!\left(-\frac{E_g(T)}{kT}\right)=e^{a/k}\exp\!\left(-\frac{E_0}{kT}\right),
\]
and the constant $e^{a/k}$ can be absorbed into $C$. The proper constant is thus the gap extrapolated linearly to $0$ K, here $1.12+0.25\times10^{-3}(300)=1.195$ eV, and not the gap at $300$ K. Inserting $1.195$ eV in (\ref{slope}) gives the same $-2.08$ mV/K.

Other effects are small at this operating point:

\begin{itemize}
\item \emph{Series resistance.} A resistance $R=50\ \Omega$ drops $IR=0.50$ mV. The junction then has slightly less than $0.65$ V, which changes the slope by $-IR/T=-1.67\ \mu$V/K. If $R$ rises by $0.3\,\%$ per kelvin, the drop itself adds $+1.50\ \mu$V/K. The net change in the terminal slope is $-0.17\ \mu$V/K.
\item \emph{Self-heating.} The power is $(10\ \mu\text{A})(0.65\ \text{V})=6.5\ \mu$W. Through an assumed $10^4$ K/W it warms the junction by $0.065$ K.
\item \emph{High injection.} For $n_i=10^{10}$ cm$^{-3}$ and $N=10^{17}$ cm$^{-3}$, the injected density divided by the doping is $(n_i/N)^2e^{qV/kT}=8\times10^{-4}$, so the low-injection form of (\ref{diode}) is justified.
\end{itemize}

For a real silicon diode near this bias, a slope of roughly $-2$ mV/K is typical, so the model's $-1.8$ mV/K is a fair estimate but no substitute for calibration. The current, area and thermal resistance of an actual sensor can differ widely from those assumed here. If an error of $10$ to $20\,\%$ of the temperature rise matters, measure the slope of your own diode at the current you will use.

\subsection*{Avoiding the slope altogether}

If your circuit can switch between two currents $I$ and $rI$ at the same junction temperature, write (\ref{log}) for each and subtract. The terms $\ln C$, $3\ln T$ and $E_g/kT$ cancel, leaving
\begin{equation}
V(rI)-V(I)=\frac{kT}{q}\ln r .
\label{ptat}
\end{equation}
This difference is proportional to absolute temperature and needs neither the gap nor the power of $T$. For $r=10$ at $300$ K it is $25.852\ln10=59.5$ mV, with a slope of $+0.198$ mV/K. The price is a signal about nine times weaker than the $-1.825$ mV/K of the single-current method.

Equation (\ref{ptat}) assumes pure diffusion current, so recombination now does matter: a share of only $1\,\%$ at the higher current makes the reading about $3$ K too high. It also assumes that $W$ is the same at both currents. In a short diode the depletion edge moves with $V$, by about $6$ nm between the two currents for $N=10^{17}$ cm$^{-3}$. For $W$ near $1\ \mu$m this changes $I_s$ by $0.6\,\%$ and raises the reading by $300(0.006)/\ln10\approx0.8$ K, and by more in thinner diodes. Series resistance matters more as well: switching from $1$ to $10\ \mu$A through $50\ \Omega$ adds $(9\ \mu\text{A})(50\ \Omega)=0.45$ mV, which would be read as $0.45/0.198=2.3$ K. The junction must also be equally warm at both currents. With the thermal resistance assumed above it is $0.06$ K warmer at $10\ \mu$A than at $1\ \mu$A, which lowers the voltage difference by $0.11$ mV and the reading by $0.5$ K. Finally, if the true current ratio is $1\,\%$ larger than the assumed $r=10$, the reading is too high by $300\ln(1.01)/\ln10=1.3$ K.

The two methods thus have different weak points. The single-current reading depends on how $I_s$ varies with temperature. The two-current reading depends on how closely the diode follows $\exp(qV/kT)$, and on small voltage errors from resistance, self-heating and the current ratio.

The main values for the single-current method are in the numerical output below; those for the two-current method follow from (\ref{ptat}) by the arithmetic shown.

\section*{Numbers as computed}
\begin{verbatim}
Bias: V = 0.65 V, T = 300 K, Eg = 1.12 eV
Bias current: 10 uA
k/q: 0.08617 mV/K
kT/q at 300 K: 25.852 mV
Saturation current at 300 K: 1.204e-16 A
Relative size of the -1 term: 1.20e-11
Barrier term (V-Eg/q)/T: -1.5667 mV/K
Power-law term -3k/q: -0.2585 mV/K
Slope, formula: -1.8252 mV/K
Slope, solved diode equation: -1.8252 mV/K
d ln(np)/d ln T, quadrature: 46.324
d ln(np)/d ln T, 3+Eg/kT: 46.324
Current growth at fixed V: 7.06 % per K
Curvature, formula: -0.8617 uV/K^2
Curvature, solved: -0.8618 uV/K^2
True T 310 K: V = 631.71 mV
  one-slope reading 310.02 K, error 0.02 K
True T 400 K: V = 463.58 mV
  one-slope reading 402.13 K, error 2.13 K
Slope with 20 % recombination current: -1.8252 mV/K
Neglected effects (rough silicon inputs):
Gap slope input: -0.25 meV/K
  slope change -0.250, slope -2.075 mV/K
  gap extrapolated to 0 K: 1.195 eV
Power of T 2 instead of 3:
  slope change +0.086 mV/K
Gap narrowing input: 20 meV
  slope change +0.067 mV/K
Slope with these three together: -1.922 mV/K
  ratio to the simple slope: 1.053
Series resistance: 50 ohm, 0.3 % per K
  voltage drop 0.50 mV
  slope change -0.17 uV/K
Thermal resistance: 1e+04 K/W
  power 6.50 uW, self-heating 0.065 K
Intrinsic density 1e+10, doping 1e+17 cm^-3
  injected carriers over doping: 8.3e-04
\end{verbatim}
